# Identical silicon nuclei: Coulomb scattering counted at 90 degrees: test program

```python
# Result under test: for two identical spin-zero nuclei with a pure Coulomb
# force, the count of either nucleus at 90 degrees (centre of mass) is twice
# the classical projectile-plus-recoil count.
# Symbols: eta = Z^2 e^2/(4 pi eps0 hbar v), k = relative wave number,
# D = Z^2 e^2/(4 pi eps0 E_cm) = head-on closest approach, theta = cm angle,
# f = Coulomb amplitude, ratio = boson count / classical count.
import numpy as np
import mpmath as mp
from scipy import constants as sc
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import loggamma, eval_legendre, erfc

# ---------- example: 2 MeV silicon-28 on silicon-28 at rest ----------
Z = 14
mass = 27.9769 * sc.atomic_mass - Z * sc.m_e
coulomb = Z**2 * sc.e**2 / (4 * np.pi * sc.epsilon_0)      # J m
right = np.pi / 2


def collision(E_lab_MeV):
    """Return speed (m/s), k (1/m), eta and D (m)."""
    E = E_lab_MeV * 1e6 * sc.e
    speed = np.sqrt(2 * E / mass)
    return (speed, 0.5 * mass * speed / sc.hbar,
            coulomb / (sc.hbar * speed), coulomb / (E / 2))


E_lab = 2.0
v, k, eta, D = collision(E_lab)


def amplitude(theta, et):
    """Closed Coulomb amplitude times k."""
    s2 = np.sin(theta / 2)**2
    sigma0 = loggamma(1 + 1j * et).imag
    return -et / (2 * s2) * np.exp(2j * sigma0 - 1j * et * np.log(s2))


def ratio_formula(theta, et):
    s2, c2 = np.sin(theta / 2)**2, np.cos(theta / 2)**2
    return 1 + 2 * s2 * c2 / (s2**2 + c2**2) * np.cos(et * np.log(s2 / c2))


# ---------- lab kinematics from velocity vectors ----------
for theta in (right, 1.1):
    out = 0.5 * np.array([np.sin(theta), 1 + np.cos(theta)])
    assert abs(np.arctan2(out[0], out[1]) - theta / 2) < 1e-12
out90 = 0.5 * np.array([np.sin(right), 1 + np.cos(right)])
lab_angle = np.degrees(np.arctan2(out90[0], out90[1]))
lab_energy = E_lab * np.dot(out90, out90)

# ---------- Coulomb wave: differential equation and far field ----------
mp.mp.dps = 40
et_test = mp.mpf("1.3")
norm_c = mp.exp(-mp.pi * et_test / 2) * mp.gamma(1 + 1j * et_test)


def wave(x, y, z):
    r = mp.sqrt(x * x + y * y + z * z)
    return norm_c * mp.exp(1j * z) * mp.hyp1f1(-1j * et_test, 1, 1j * (r - z))


p = [mp.mpf("0.9"), mp.mpf("0.4"), mp.mpf("-0.7")]
h = mp.mpf("1e-6")
centre = wave(*p)
laplacian = mp.mpf(0)
for i in range(3):
    up, down = list(p), list(p)
    up[i] += h
    down[i] -= h
    laplacian += (wave(*up) + wave(*down) - 2 * centre) / h**2
radius = mp.sqrt(sum(c * c for c in p))
residual = laplacian + (1 - 2 * et_test / radius) * centre
assert abs(residual) < 1e-9 * abs(centre)

far_error = 0.0
for theta in (right, 1.2):
    r = mp.mpf(10)**5
    z = r * mp.cos(theta)
    xi = r - z
    incident = mp.exp(1j * (z + et_test * mp.log(xi)))
    incident *= 1 + et_test**2 / (1j * xi)
    scattered = wave(r * mp.sin(theta), mp.mpf(0), z) - incident
    found = scattered * r * mp.exp(-1j * (r - et_test * mp.log(2 * r)))
    closed = amplitude(theta, float(et_test))
    far_error = max(far_error, abs(complex(found) - closed) / abs(closed))
assert far_error < 1e-3

# ---------- boson amplitude from even partial waves only ----------
ell = np.arange(0, 4001, 2)
cutoff = 0.5 * erfc((ell - 2000) / 200.0)     # smooth end of the series
phase = np.exp(2j * loggamma(ell + 1 + 1j * eta).imag)


def boson_sum(theta):
    legendre = eval_legendre(ell, np.cos(theta))
    return np.sum((2 * ell + 1) * phase * legendre * cutoff) / 1j


for theta in np.radians([90.0, 90.4, 84.0, 70.0]):
    closed = amplitude(theta, eta) + amplitude(np.pi - theta, eta)
    assert abs(boson_sum(theta) - closed) < 1e-6 * eta

# ---------- classical count from orbits, lengths in units of D ----------
nodes, weights = np.polynomial.legendre.leggauss(160)
nodes, weights = (nodes + 1) / 2, weights / 2


def screening(x):
    """Ziegler-Biersack-Littmark universal function; equals 1 at x = 0."""
    c = np.array([0.18175, 0.50986, 0.28022, 0.02817])
    d = np.array([3.19980, 0.94229, 0.40290, 0.20162])
    return np.exp(-np.multiply.outer(x, d)) @ (c / c.sum())


def turning_point(b, scr):
    return brentq(lambda r: r * r - r * screening(scr * r) - b * b,
                  b, b + 1, xtol=1e-15, rtol=1e-14)


def deflection(b, scr):
    r0 = turning_point(b, scr)
    u = 1 - nodes**2
    g = 1 - u * screening(scr * r0 / u) / r0 - (b * u / r0)**2
    return np.pi - 2 * b / r0 * np.sum(weights * 2 * nodes / np.sqrt(g))


def orbit_cross_section(theta, scr):
    b = brentq(lambda q: deflection(q, scr) - theta, 1e-3, 10)
    step = 1e-3 * b
    slope = (deflection(b + step, scr) - deflection(b - step, scr)) / (2 * step)
    return b / (np.sin(theta) * abs(slope)), b


for theta in (right, np.pi / 3, 2 * np.pi / 3):
    cs, b = orbit_cross_section(theta, 0.0)
    assert abs(cs * 16 * np.sin(theta / 2)**4 - 1) < 1e-4
    assert abs(b - 0.5 / np.tan(theta / 2)) < 1e-5

single, b90 = orbit_cross_section(right, 0.0)
r_min = turning_point(b90, 0.0) * D
assert abs(r_min / D - 0.5 * (1 + np.sqrt(2))) < 1e-5
classical = 2 * single * D**2                      # m^2/sr
quantum = abs(boson_sum(right))**2 / k**2          # m^2/sr
doubling = quantum / classical
assert abs(doubling - 2) < 1e-3

# ---------- ratio away from 90 degrees: partial waves against orbits ----------
for theta in np.radians([90.4, 84.0, 70.0]):
    both = (orbit_cross_section(theta, 0.0)[0]
            + orbit_cross_section(np.pi - theta, 0.0)[0]) * D**2
    measured = abs(boson_sum(theta))**2 / k**2 / both
    assert abs(measured - ratio_formula(theta, eta)) < 1e-3

theta_min = 2 * np.arctan(np.exp(np.pi / (2 * eta)))
ratio_min = ratio_formula(theta_min, eta)
assert ratio_min < 1e-3
spacing = np.pi / eta

# ---------- counting rule: 2D packets, non-Coulomb central force ----------
# Relative motion with hbar = reduced mass = 1.
n, box, dt = 192, 60.0, 0.04
axis = (np.arange(n) - n // 2) * box / n
X, Y = np.meshgrid(axis, axis, indexing="ij")
kk = 2 * np.pi * np.fft.fftfreq(n, box / n)
kinetic = np.exp(-0.5j * dt * (kk[:, None]**2 + kk[None, :]**2))
half_kick = np.exp(-0.5j * dt * 6 * np.exp(-(X**2 + Y**2) / 4.5))


def inverted(a):
    return np.roll(a[::-1, ::-1], 1, axis=(0, 1))


def propagate(psi):
    psi = psi / np.sqrt(np.sum(abs(psi)**2))
    for _ in range(200):
        psi = half_kick * np.fft.ifft2(kinetic * np.fft.fft2(half_kick * psi))
    return abs(psi)**2


packet = np.exp(-((X + 12)**2 + Y**2) / 16 + 3j * X)
detector = (Y > 4) & (abs(np.arctan2(X, Y)) < np.radians(2.5))


def either_count(density):
    return density[detector].sum() + inverted(density)[detector].sum()


packet_ratio = (either_count(propagate(packet + inverted(packet)))
                / either_count(propagate(packet)))
assert abs(packet_ratio - 2) < 0.05     # finite detector lowers it slightly

# ---------- finite detector: average over a lab window about 45 degrees ----------
def window_ratio(lab_width):
    def counts(theta, boson):
        f1, f2 = amplitude(theta, eta), amplitude(np.pi - theta, eta)
        value = abs(f1 + f2)**2 if boson else abs(f1)**2 + abs(f2)**2
        return value * np.sin(theta)
    lo, hi = right - lab_width, right + lab_width   # cm width is doubled
    top = quad(counts, lo, hi, args=(True,), limit=400)[0]
    return top / quad(counts, lo, hi, args=(False,), limit=400)[0]


windows = []
for degrees in (0.1, 0.5, 2.0):
    w = np.radians(degrees)
    average = window_ratio(w)
    estimate = 1 + np.sin(2 * eta * w) / (2 * eta * w)
    assert abs(average - estimate) < 5e-3
    windows.append((degrees, average))
wide = window_ratio(np.radians(10.0))
assert abs(wide - 1) < 0.05

# ---------- electron clouds that label the nuclei ----------
def cloud_ratio(overlap):
    first = np.array([1.0, 0.0])
    second = np.array([overlap, np.sqrt(1 - overlap**2)])
    direct = np.kron(first, second)       # (toward detector, away from it)
    exchanged = np.kron(second, first)
    return (np.sum((direct + exchanged)**2)
            / (np.sum(direct**2) + np.sum(exchanged**2)))


for overlap in (0.0, 0.6, 1.0):
    assert abs(cloud_ratio(overlap) - 1 - overlap**2) < 1e-12

# ---------- sizes of neglected effects ----------
bohr = sc.physical_constants["Bohr radius"][0]
screen_length = 0.8854 * bohr / (2 * Z**0.23)
screened = orbit_cross_section(right, D / screen_length)[0] / single
D_low = collision(0.1)[3]
screened_low = orbit_cross_section(right, D_low / screen_length)[0] / single
touching = 2 * 1.2e-15 * 28**(1 / 3)
thermal_speed = np.sqrt(sc.k * 300 / mass)
thermal_phase = 2 * eta * thermal_speed / v
fraction28 = 0.92
v_bohr = sc.alpha * sc.c
assert screened_low < screened < 1
assert touching < 0.1 * r_min and thermal_phase < 0.1

nm, barn = 1e9, 1e28
print(f"Charge number Z: {Z}")
print(f"Nuclear mass: {mass / sc.atomic_mass:.4f} u")
print(f"Beam energy (lab): {E_lab:.1f} MeV")
print(f"Energy in cm frame: {E_lab / 2:.1f} MeV")
print(f"Relative speed v: {v:.4e} m/s")
print(f"Wave number k: {k / nm:.4e} 1/nm")
print(f"Coulomb parameter eta: {eta:.2f}")
print(f"Head-on distance D: {D * nm:.4e} nm")
print(f"Product k D / eta: {k * D / eta:.6f}")
print(f"Impact parameter for 90 deg: {b90 * D * nm:.4e} nm")
print(f"Closest approach at 90 deg: {r_min * nm:.4e} nm")
print(f"Lab angle of each nucleus: {lab_angle:.1f} deg")
print(f"Lab energy of each nucleus: {lab_energy:.2f} MeV")
print(f"Projectile alone, 90 deg: {single * D**2 * nm**2:.4e} nm^2/sr")
print(f"Classical sum, 90 deg: {classical * nm**2:.4e} nm^2/sr")
print(f"Classical sum, 90 deg: {classical * barn:.1f} barn/sr")
print(f"Boson result, 90 deg: {quantum * nm**2:.4e} nm^2/sr")
print(f"Boson result, 90 deg: {quantum * barn:.1f} barn/sr")
print(f"Ratio boson/classical, 90 deg: {doubling:.5f}")
print(f"First minimum above 90 deg: {np.degrees(theta_min):.3f} deg (cm)")
print(f"Ratio at first minimum: {ratio_min:.2e}")
print(f"Fringe spacing near 90 deg: {np.degrees(spacing):.3f} deg (cm)")
print(f"Fringe spacing near 45 deg: {np.degrees(spacing) / 2:.3f} deg (lab)")
for degrees, average in windows:
    print(f"Mean ratio, lab window {degrees:.1f} deg: {average:.3f}")
print(f"Mean ratio, lab window 10.0 deg: {wide:.3f}")
print(f"2D packet test, ratio at 90 deg: {packet_ratio:.3f}")
print(f"Far-field amplitude, relative error: {far_error:.1e}")
print(f"Screening length: {screen_length * nm:.5f} nm")
print(f"Screened/Coulomb at 2 MeV, 90 deg: {screened:.3f}")
print(f"Screened/Coulomb at 0.1 MeV, 90 deg: {screened_low:.3f}")
print(f"Rough nuclear touching distance: {touching * nm:.2e} nm")
print(f"Beam energy / rest energy: {E_lab * 1e6 * sc.e / (mass * sc.c**2):.2e}")
print(f"Thermal speed, one axis, 300 K: {thermal_speed:.0f} m/s")
print(f"Thermal fringe phase, rough: {thermal_phase:.3f} rad")
print(f"Rough Si-28 fraction, natural Si: {fraction28:.2f}")
print(f"Ratio with that fraction, rough: {1 + fraction28:.2f}")
print(f"Ion speed / Bohr speed: {v / v_bohr:.2f}")
print(f"K-electron speed / Bohr speed, rough: {Z}")
print(f"Ratio, cloud overlap 0.6: {cloud_ratio(0.6):.2f}")
print(f"Ratio, orthogonal clouds: {cloud_ratio(0.0):.2f}")
print("tests ok")
```

It prints:

```
Charge number Z: 14
Nuclear mass: 27.9692 u
Beam energy (lab): 2.0 MeV
Energy in cm frame: 1.0 MeV
Relative speed v: 3.7147e+06 m/s
Wave number k: 8.1798e+05 1/nm
Coulomb parameter eta: 115.43
Head-on distance D: 2.8223e-04 nm
Product k D / eta: 2.000000
Impact parameter for 90 deg: 1.4112e-04 nm
Closest approach at 90 deg: 3.4069e-04 nm
Lab angle of each nucleus: 45.0 deg
Lab energy of each nucleus: 1.00 MeV
Projectile alone, 90 deg: 1.9914e-08 nm^2/sr
Classical sum, 90 deg: 3.9828e-08 nm^2/sr
Classical sum, 90 deg: 398.3 barn/sr
Boson result, 90 deg: 7.9655e-08 nm^2/sr
Boson result, 90 deg: 796.6 barn/sr
Ratio boson/classical, 90 deg: 2.00000
First minimum above 90 deg: 90.780 deg (cm)
Ratio at first minimum: 3.70e-04
Fringe spacing near 90 deg: 1.559 deg (cm)
Fringe spacing near 45 deg: 0.780 deg (lab)
Mean ratio, lab window 0.1 deg: 1.973
Mean ratio, lab window 0.5 deg: 1.448
Mean ratio, lab window 2.0 deg: 1.121
Mean ratio, lab window 10.0 deg: 1.008
2D packet test, ratio at 90 deg: 1.992
Far-field amplitude, relative error: 2.1e-05
Screening length: 0.01277 nm
Screened/Coulomb at 2 MeV, 90 deg: 0.972
Screened/Coulomb at 0.1 MeV, 90 deg: 0.586
Rough nuclear touching distance: 7.29e-06 nm
Beam energy / rest energy: 7.68e-05
Thermal speed, one axis, 300 K: 299 m/s
Thermal fringe phase, rough: 0.019 rad
Rough Si-28 fraction, natural Si: 0.92
Ratio with that fraction, rough: 1.92
Ion speed / Bohr speed: 1.70
K-electron speed / Bohr speed, rough: 14
Ratio, cloud overlap 0.6: 1.36
Ratio, orthogonal clouds: 1.00
tests ok
```
